# Diffusion-Limited Capture by an Absorbing Sphere: Rate Constant 4πDR

Suppose that the rate at which diffusing atoms meet a trap is taken to be proportional to the area of the trap, as it would be for a beam of fast particles. For iron and boron in silicon, treated below, the effective capture radius is 19.8 times the contact distance, because the two ions attract each other. Scaling by area, from the correct rate at the contact distance, would multiply the rate by $19.8^2\approx 390$. The predicted pairing time would be about 17 minutes. The correct factor is 19.8, and the time is 5.7 hours. The error comes from the power of the radius: a diffusing atom is captured at a rate proportional to $R$, not $R^2$.

The result to be derived is

$$k=4\pi D R,\qquad D=D_A+D_B .\tag{1}$$

Here $D_A$ and $D_B$ are the diffusivities of two species that react when their separation falls to $R$. The rate constant $k$ is defined by

$$\frac{dn_A}{dt}=\frac{dn_B}{dt}=-k\,n_An_B ,\tag{2}$$

where $n_A$ and $n_B$ are numbers per volume. The motion is isotropic and three-dimensional, the partners move independently and exert no force on each other before contact, and contact leads to reaction at once. The last two conditions are relaxed later.

## First derivation: the steady flux of pairs

Let $P(\mathbf r_A,\mathbf r_B,t)$ be the density of A–B pairs with the members at the stated positions. Independent diffusion gives

$$\frac{\partial P}{\partial t}=D_A\nabla_A^2P+D_B\nabla_B^2P .$$

In a uniform material $P$ depends on position only through the separation $\mathbf r=\mathbf r_A-\mathbf r_B$. Write $P=n_An_B\,g(\mathbf r,t)$, so that $g=1$ means no correlation between the partners. For each Cartesian component, $\partial/\partial x_A=\partial/\partial x$ and $\partial/\partial x_B=-\partial/\partial x$. The minus sign disappears in the second derivative, so both Laplacians become $\nabla^2$. While $n_A$ and $n_B$ change little,

$$\frac{\partial g}{\partial t}=(D_A+D_B)\nabla^2g=D\nabla^2 g .\tag{3}$$

The diffusivities add because either partner can close the gap.

Reaction at contact removes every pair that reaches $R$, so $g(R)=0$. Distant partners are uncorrelated, so $g(\infty)=1$. The inward flux density of pairs in the space of separations is $n_An_BD\,dg/dr$: it is positive because $g$ rises outward and diffusion runs down the gradient. Multiplying by the area of a sphere and dividing by $n_An_B$ gives

$$k=4\pi r^2D\frac{dg}{dr}.\tag{4}$$

In the steady state no pairs accumulate between two spheres, so $k$ is the same at every $r$. Hence $dg/dr=k/(4\pi Dr^2)$, and integration inward from infinity gives

$$g(r)=1-\int_r^\infty\frac{k}{4\pi D r'^2}\,dr'=1-\frac{k}{4\pi Dr}.$$

The condition $g(R)=0$ requires $k=4\pi DR$, which is equation (1), and the profile is

$$g(r)=1-\frac Rr .\tag{5}$$

The linear dependence on $R$ can now be traced. The area is $4\pi R^2$, but the gradient at the surface is $1/R$. A larger sphere has more surface and a wider depleted region around it, and one power of $R$ cancels.

The steady state depends on dimension. For capture by a long straight line, the flux per length is $2\pi rD\,dg/dr$, and a constant flux makes $g$ grow as $\ln r$. Such a profile cannot level off at 1, so an isolated line in an infinite medium has no steady rate constant of this kind.

### How the steady state is reached

Let the partners be uncorrelated at $t=0$. For a spherical profile, $\nabla^2g=(1/r)\,\partial^2(rg)/\partial r^2$. Put $h=r(1-g)$. Since $rg=r-h$ and the second derivative of $r$ is zero, equation (3) becomes

$$\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial r^2},\qquad h(R,t)=R,\qquad h(r,0)=0 .$$

This is diffusion on a half-line with a fixed value at its end. The solution is $h=R\,\mathrm{erfc}[(r-R)/\sqrt{4Dt}]$, so

$$g=1-\frac Rr\,\mathrm{erfc}\!\left(\frac{r-R}{\sqrt{4Dt}}\right).$$

Differentiating the factor $R/r$ contributes $1/R$ to the slope at $r=R$. Since $d\,\mathrm{erfc}(z)/dz=-(2/\sqrt\pi)e^{-z^2}$, differentiating the second factor contributes $1/\sqrt{\pi Dt}$. Equation (4), taken at $r=R$, gives

$$k(t)=4\pi DR\left(1+\frac{R}{\sqrt{\pi Dt}}\right).\tag{6}$$

Early reactions are faster because some partners start close together. The excess falls slowly, as $t^{-1/2}$: at $t=10R^2/D$ it is still 18% of the steady rate, and at $100R^2/D$ it is 5.6%.

## Second derivation: the mean time to capture

The same rate follows from one wandering atom, with no flux supplied from infinity. Let the B atoms be fixed traps of density $n_B$. Give each trap a spherical cell of radius $b$ whose volume is its share of the material:

$$\frac{4\pi b^3}{3}=\frac1{n_B}.\tag{7}$$

An A atom that leaves one cell enters a similar one. The cell wall is therefore treated as reflecting.

Let $T(r)$ be the mean time to capture from distance $r$. In a short time $\tau$ the atom moves by $\boldsymbol\xi$, with $\langle\xi_i\rangle=0$ and $\langle\xi_i\xi_j\rangle=2D\tau\,\delta_{ij}$. The mean time from the start equals $\tau$ plus the mean time from the new position. Expanding to second order in $\boldsymbol\xi$ gives

$$T(\mathbf r)=\tau+\langle T(\mathbf r+\boldsymbol\xi)\rangle
=\tau+T(\mathbf r)+D\tau\nabla^2T .$$

Thus $D\nabla^2T=-1$, or in spherical form

$$\frac{d}{dr}\left(r^2\frac{dT}{dr}\right)=-\frac{r^2}{D}.$$

The reflecting wall requires $T'(b)=0$. Integration from $r$ to $b$ gives

$$r^2\frac{dT}{dr}=\frac{b^3-r^3}{3D},\qquad
\frac{dT}{dr}=\frac1{3D}\left(\frac{b^3}{r^2}-r\right).$$

Capture is immediate at $R$, so $T(R)=0$, and a second integration gives

$$T(r)=\frac1{3D}\left[b^3\left(\frac1R-\frac1r\right)-\frac{r^2-R^2}{2}\right].\tag{8}$$

Now average over starting points spread uniformly through the cell outside the trap. The weight is $3r^2/(b^3-R^3)$. The two integrals needed are

$$\int_R^b r^2b^3\left(\frac1R-\frac1r\right)dr
=b^3\left[\frac{b^3-R^3}{3R}-\frac{b^2-R^2}{2}\right],$$

$$\int_R^b r^2\,\frac{r^2-R^2}{2}\,dr
=\frac{b^5-R^5}{10}-\frac{R^2(b^3-R^3)}{6}.$$

For $R\ll b$, the first is $b^6/(3R)-b^5/2$ and the second is $b^5/10$, up to terms smaller than $b^6/R$ by a factor of order $(R/b)^3$. Their difference is $b^6/(3R)-3b^5/5$. The weight and the prefactor of equation (8) together supply $1/[D(b^3-R^3)]$, which is $1/(Db^3)$ to the same accuracy. Therefore

$$\overline T=\frac{b^3}{3DR}\left[1-\frac95\frac Rb+O\!\left(\frac{R^3}{b^3}\right)\right].\tag{9}$$

For a dilute system the atom explores its cell in a time of order $b^2/D$. This is shorter than $\overline T$ by a factor of order $3R/b$. The atom has then lost the memory of its starting point long before a typical capture, and the chance of capture per time is nearly constant and equal to $1/\overline T$. By equation (2) this chance is $kn_B$. Equation (7) gives $b^3=3/(4\pi n_B)$, so

$$kn_B=\frac{3DR}{b^3}=4\pi DR\,n_B \qquad (R/b\to0).$$

This is equation (1) again. If the B atoms also move, the relevant step is $\boldsymbol\xi_A-\boldsymbol\xi_B$. Its variance per component is $2D_A\tau+2D_B\tau$, because the cross term averages to zero for independent motion. Thus $D=D_A+D_B$ here too. The wall is then a device for one pair rather than a picture of fixed neighbours, but its position drops out of $k$ in the dilute limit.

## What each derivation assumes

Both derivations assume independent, isotropic diffusion with steps much shorter than $R$, certain reaction at contact, and traps far apart compared with $R$. They differ in what they hold fixed.

The flux derivation keeps the distant concentration fixed and lets the profile settle. It needs an infinite medium, or at least a wide region in which the partners are uncorrelated. It treats each pair separately, so competition between traps is left out. In return it handles two moving species directly, and it gives the transient.

The capture-time derivation has no supply and no steady concentration. It needs an atom that forgets where it started before it is captured. It includes competition through the cell wall, and equation (9) gives the first correction: the rate rises by the fraction $9R/(5b)$. That coefficient belongs to a uniform start in equal spherical cells. Randomly placed traps leave some large gaps and some close groups, so the coefficient should not be carried over to them.

The agreement has a simple origin. For $R\ll b$ and $r$ well inside the cell, equation (8) reduces to

$$T(r)\simeq\frac{b^3}{3DR}\left(1-\frac Rr\right).$$

The bracket is the profile (5). It is also the probability that an atom starting at $r$ escapes to a great distance without touching the trap: that probability obeys $\nabla^2p=0$, vanishes at $R$ and tends to 1 at infinity. An atom that escapes must begin its search again, which costs the full mean time. One derivation uses this function as a concentration, the other as a chance of escape.

## Slow reaction and attraction

Let the partners now have an interaction energy $U(r)$ that vanishes at infinity, and put $u=U/k_BT$. The force is $-dU/dr$, and the mobility of each partner is its diffusivity divided by $k_BT$. The inward flux gains a drift term:

$$k=4\pi r^2D\left(\frac{dg}{dr}+g\frac{du}{dr}\right)
=4\pi r^2De^{-u}\frac{d}{dr}\left(e^ug\right).$$

The second form follows from the product rule. Divide by $4\pi r^2De^{-u}$ and integrate from $R$ to infinity, where $e^ug=1$:

$$1-e^{u(R)}g(R)=\frac{k}{4\pi D}\int_R^\infty\frac{e^{u(r)}}{r^2}\,dr
\equiv\frac{k}{4\pi DR_{\rm eff}} .$$

Let reaction at contact have a finite rate constant $k_a$, defined by $k=k_ag(R)$. Substituting $g(R)=k/k_a$ and dividing by $k$ gives

$$\frac1k=\frac1{4\pi DR_{\rm eff}}+\frac{e^{u(R)}}{k_a}.\tag{10}$$

The two terms act as resistances in series: supply by diffusion, then reaction. With $U=0$, $R_{\rm eff}=R$, and equation (1) holds when $k_a\gg4\pi DR$. In the opposite limit $k=k_a$, and diffusion no longer matters.

For opposite unit charges in a medium of relative permittivity $\varepsilon_r$, $u=-r_c/r$, where

$$r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_rk_BT}$$

is the separation at which the attraction equals $k_BT$. With $s=1/r$, the integral is $\int_0^{1/R}e^{-r_cs}ds=(1-e^{-r_c/R})/r_c$. Hence

$$R_{\rm eff}=\frac{r_c}{1-e^{-r_c/R}} .\tag{11}$$

For $r_c\ll R$ this returns to $R$. For $r_c\gg R$ it becomes $r_c$, and the contact distance no longer matters.

## Iron pairing with boron in silicon

Interstitial iron in p-type silicon is mostly a positive ion, and substitutional boron is a negative one. Take 300 K, a boron density of $10^{15}$ cm$^{-3}$, much less iron than boron, $\varepsilon_r=11.7$ and a contact distance of 0.24 nm. The iron diffusivity is given a rough typical prefactor of $10^{-3}$ cm$^2$/s and a barrier of 0.66 eV. With $k_BT=0.02585$ eV,

$$D=10^{-3}e^{-0.66/0.02585}\ \mathrm{cm^2/s}=8.2\times10^{-15}\ \mathrm{cm^2/s}.$$

Boron, with a rough prefactor of 1 cm$^2$/s and a barrier of 3.5 eV, is slower by some 45 orders of magnitude and contributes nothing to $D$.

The Coulomb length is $r_c=4.76$ nm. Since $r_c/R=19.8$, the exponential in equation (11) is negligible and $R_{\rm eff}=4.76$ nm. The rate constant is

$$k=4\pi(8.18\times10^{-15})(4.76\times10^{-7})\ \mathrm{cm^3/s}
=4.9\times10^{-20}\ \mathrm{cm^3/s}.$$

The pairing time is $1/(kn_B)=2.0\times10^4$ s, or 5.7 h. With the contact distance alone, $k$ would be $2.5\times10^{-21}$ cm$^3$/s and the time $4.1\times10^5$ s. This second pair of numbers is only an estimate, because an iron hop is about as long as the contact distance. The hop is short compared with $r_c$, which is what the charged case needs. After 24 h, 1.5% of the iron would remain unpaired if pairs never broke up.

**Density and transient.** The settling time $R_{\rm eff}^2/D$ is 28 s, far below the pairing time. If the attractive centre is replaced by a neutral absorbing sphere of radius $R_{\rm eff}$, equation (6) gives an excess of 2.1% at the pairing time. For ions that start uncorrelated, this replacement overstates the transient. The Coulomb drift has zero divergence, so when $r_c\gg R$ the uniform profile $g=1$ is already steady outside a thin layer at contact, and almost no excess remains once that layer has formed. The cell radius is 62 nm, so $R_{\rm eff}/b=0.077$. For the neutral sphere in such a cell, the slowest decay rate, found numerically by dividing the cell into thin shells, is 1.155 times the dilute value. Equation (9) gives $1/(1-0.138)=1.16$ for the inverse mean time. Both figures belong to neutral partners in equal spherical cells. They do not carry over to the ions. If holes spread evenly through the cell balance the boron charge, the inward drift removes the same fraction of iron per time everywhere outside the contact layer. A uniform iron density then stays uniform as it decays, at the rate $4\pi Dr_cn_B$, and the correction nearly vanishes. The correction for randomly placed boron atoms is not calculated here.

**Screening.** Holes at the boron density have a screening length $\sqrt{\varepsilon_0\varepsilon_rk_BT/(e^2p)}=129$ nm, with $p$ the hole density. Multiplying the Coulomb energy by $e^{-r/129\,\mathrm{nm}}$ and evaluating the integral for $R_{\rm eff}$ numerically gives 4.60 nm, a reduction of 3%. This is the steady value for an isolated pair. Here the screening length is about twice the cell radius, so the hole clouds of neighbouring boron atoms overlap and the holes are close to evenly spread. The 3% therefore overstates the effect at this doping. It is approached over a time of order $(129\ \mathrm{nm})^2/D$, which equals the pairing time when $p=n_B$, so ions that start uncorrelated feel a smaller reduction while they pair.

**The last step.** If the final hop has the length of the contact distance $R$ and no extra barrier, a removal speed $D/R$ over the area $4\pi R^2$ gives the estimate $k_a=4\pi DR$. For neutral partners, equation (10) would then halve the rate. If the bulk permittivity is used down to contact, which is a rough assumption at one atomic distance, attraction multiplies $k_a$ by $e^{19.8}$ and removes this limit. An extra barrier $\Delta$ halves the rate when the two terms of equation (10) are equal:

$$\Delta=k_BT\left(\frac{r_c}{R}-\ln\frac{R_{\rm eff}}R\right)=0.44\ \mathrm{eV}.$$

**Charge and break-up.** Take the iron donor level 0.38 eV above the valence band, a valence density of states of $3\times10^{19}$ cm$^{-3}$ and equal degeneracies of the two charge states. The Fermi level is $k_BT\ln(3\times10^{19}/10^{15})$ above the band edge, and 1.2% of the iron is neutral. For break-up, take a rough binding energy of 0.60 eV, four pair sites per boron atom and $5\times10^{22}$ interstitial sites per cm$^3$. Counting sites, with no vibrational entropy and with all unpaired iron taken as positive, gives an equilibrium ratio of paired to unpaired iron of

$$\frac{4\times10^{15}}{5\times10^{22}}\,e^{0.60\,\mathrm{eV}/k_BT},$$

which leaves 0.10% unpaired.

At 85 °C, with the same barriers and a density of states scaled as $T^{3/2}$, the pairing time for positive iron falls to about 390 s. The neutral share rises to 15% and the equilibrium unpaired share, counted in the same way, to 4.3%. Including the neutral iron multiplies the ratio of paired to unpaired iron by 0.85 and raises the unpaired share to about 5%. Faster pairing thus comes with less complete pairing. These shares hold for thermal equilibrium in the dark; under illumination or carrier injection the pairs are broken up and the charge state of iron can change, which this model leaves out.

Iron–boron pairing in lightly doped silicon at room temperature does take hours, so the model has the right scale. The result is sensitive to the migration barrier: a change of 0.02 eV alters the time by a factor of 2.2, more than the equal-cell, transient and screening estimates above together. The time is inversely proportional to the rough diffusion prefactor, so doubling the prefactor halves the time. The model also assumes field-free material, which fails in parts of many devices. A field of $k_BT/(eR_{\rm eff})=0.054$ MV/cm changes the energy by $k_BT$ across the capture radius. At this boron density a one-sided junction reaches such a field only with about 10 V across it; at $10^{17}$ cm$^{-3}$ the built-in voltage is enough. A uniform field of this size hardly changes the capture rate constant of the ions. It adds no net flux through a closed sphere, and $g=1$ remains a steady solution outside the contact layer, so equation (11) still holds closely for $r_c\gg R$. The field does, however, sweep mobile iron along, so the iron density need not stay uniform. The charge state can also change in a depletion region; iron that became neutral would lose the attraction, and at unchanged diffusivity its capture rate would fall by a factor of about 20, or further if the last step were slow.
